Choosing the Electronic Temperature for Nanotube Shell Conductance

A nanotube shell 50 nm in diameter, undoped and at 300 K, has on average 6.25 conducting channels. Yet at the energy where its bands can cross, a metallic shell has two channels, a semiconducting shell has none, and one shell in three is metallic, which makes an average of 0.67. The other 5.6 channels come from the temperature. In a conductance calculation, the electronic temperature is therefore a physical input, and for wide undoped shells it sets the answer almost in proportion.

**What the setting does**

To compute a finite-temperature conductance from bands or transmission, a program needs an electronic temperature T. It enters through the Fermi function, written here with its energy argument y measured from the Fermi level:

f(y) = 1/(exp(y/kT) + 1).

Let M(E) be the number of right-moving modes at energy E, counted per spin. For a ballistic shell with ideal contacts, each mode transmits fully, and the current between contacts with Fermi levels μ_L and μ_R is

I = (2e/h) ∫ M(E) [f(E − μ_L) − f(E − μ_R)] dE.

The factor 2 is spin. When μ_L − μ_R = eV is small compared with kT, the bracket is eV(−∂f/∂E) to first order, so

G = I/V = (2e²/h) N,  N = ∫ M(E) (−∂f/∂E) dE.

N is the effective number of channels. The weight −∂f/∂E has unit area and a width of a few kT. The setting thus decides how far from the Fermi level modes are counted.

**Where the subbands lie**

Take graphene with one pi orbital per atom, nearest-neighbour hopping t and lattice constant a. Its bands are ±E(k), with

E(k) = t |1 + exp(ik·a₁) + exp(ik·a₂)|,
a₁ = a(√3/2, 1/2),  a₂ = a(√3/2, −1/2).

At the corner K of the Brillouin zone the phases k·a₁ and k·a₂ are 2π/3 and −2π/3, and the three terms cancel. Put k = K + p and expand to first order in p. With exp(±2πi/3) = −1/2 ± i√3/2, the sum becomes

i[−(p·a₁ + p·a₂)/2 + (i√3/2)(p·a₁ − p·a₂)]
= i(√3a/2)(−p_x + i p_y),

because p·a₁ + p·a₂ = √3 a p_x and p·a₁ − p·a₂ = a p_y. Taking the modulus gives

E = ħv|p|,  ħv = √3 a t/2.

For t = 2.7 eV and a bond length of 0.142 nm, a = √3 × 0.142 nm and ħv = 1.5 × 0.142 × 2.7 = 0.575 eV nm.

Rolling the sheet along C = n a₁ + m a₂ gives a tube with |C| = πD. The wave function must return to itself around the tube, so k·C = 2πq with q an integer. Since K·C = 2π(n − m)/3, the component of p around the tube is

p_around = (2/D)[q − (n − m)/3].

Write n − m = 3j − ν, with j an integer and ν = 0, 1 or −1, and rename q − j as q. The band on each line is E² = E_q² + (ħv p_along)², with edge

E_q = (2ħv/D)|q + ν/3|.

The second valley, at −K, has ν reversed. Replacing q by −q shows that its edges are the same. Tubes with ν = 0 have a crossing band (q = 0) in each valley and are metallic; the others are semiconducting. This is zone folding: it keeps the flat-sheet hopping and ignores the curvature of the wall.

**The thermal weight of one subband pair**

In each valley, a gapped line supplies one right-moving mode at every energy above E_q and one at every energy below −E_q. Its conduction band contributes

∫ from E_q to ∞ of (−∂f/∂E) dE = f(E_q − μ),

where μ is the Fermi level measured from the crossing energy. Its valence band contributes

∫ from −∞ to −E_q of (−∂f/∂E) dE = 1 − f(−E_q − μ) = f(E_q + μ),

by the identity 1 − f(−y) = f(y). The pair has weight f(E_q − μ) + f(E_q + μ), which is 2f(E_q) when μ = 0. For a crossing band E_q = 0 and the weight is 1, as it should be. With two valleys, an undoped shell has

N_ν = 4 Σ_q f(E_q),  q running over all integers.

As an example take D = 20 nm at 300 K, where kT = 25.85 meV and 2ħv/D = 57.5 meV, or 2.22 kT. In a metallic shell the crossing bands give 2. The edges at q = ±1, ±2 and ±3 have f = 0.0976, 0.0116 and 0.0013, so they add 8 × 0.1105 = 0.88, for a total near 2.88. A semiconducting shell has no crossing band, but its lowest edges lie at 0.74 kT and 1.48 kT, and the same sum gives 2.36. At this diameter and temperature the word "semiconducting" says little about the ballistic conductance.

**The average over chirality**

The mean requires an assumption about which tubes occur. Let the three values of ν be equally likely. This is what a uniform choice among lattice vectors (n, m) gives for a large set, since the three classes are equally dense sublattices. Among the 44,677 chiralities between 0.5 and 30 nm, with mirror images counted once, the metallic fraction is 0.335. A growth process that favours certain chiralities would need other weights.

The average is then

⟨N⟩ = (1/3)(N₀ + N₁ + N₋₁).

The edges of the three classes lie at |q|, |q + 1/3| and |q − 1/3| in units of 2ħv/D. Together, these numbers are |m|/3 for every integer m, each occurring once. (From here on m is this summation index, no longer a chiral index.) The three ladders merge into a single uniform one:

⟨N⟩ = (4/3) Σ_m 1/(exp(x|m|) + 1),  x = 2ħv/(3DkT).

This is the whole algorithm for an undoped shell: form x, add terms until they are negligible, and multiply by 4/3. Diameter and temperature enter through the product DT alone, so doubling the temperature setting has the same effect as doubling the diameter.

**Narrow shells: in zone folding the setting hardly matters**

When x is large, the term m = 0 gives (4/3)(1/2) = 2/3, and the next two give

⟨N⟩ ≈ 2/3 + (8/3) exp(−x).

At D = 2 nm and 300 K, x = 7.4 and the correction is 0.0016, so ⟨N⟩ = 0.668. Within zone folding a moderate error in T does no harm to this mean, although the count of a single semiconducting shell, about 4 exp(−x), is small and sensitive to T. In the same model any undoped shell reaches this limit as T goes to zero: a zero-temperature calculation at the crossing energy returns a mean of 2/3 at every diameter, including diameters for which the room-temperature value is many times larger. Real narrow tubes depart from this. Curvature opens a gap E_g in nominally metallic tubes other than armchair ones, on the scale t(a_cc/D)² with a_cc the bond length, which is 14 meV at 2 nm. A gap of that size lowers the weight of a crossing band from 1 to 2f(E_g/2), which is 0.87 at 300 K and 0.74 at 150 K, a far larger change than the 0.0016 above. As T goes to zero, only armchair shells keep their two channels.

**Wide shells: the result is proportional to the setting**

When x is small, the sum is close to an integral, and the Euler–Maclaurin formula supplies the difference. Let g(m) = 1/(exp(xm) + 1) for m ≥ 0. Then

Σ from m = 0 to ∞ of g(m) = ∫ from 0 to ∞ of g dm + g(0)/2 − g′(0)/12 + g‴(0)/720 − …

The sum over all integers is twice this minus g(0), since m = 0 must be counted once. The terms in g(0) cancel:

Σ_m g(|m|) = 2∫g dm − g′(0)/6 + g‴(0)/360 − …

The integral is ln2/x, because 1/(e^y + 1) = e^(−y)/(1 + e^(−y)) is the derivative of −ln(1 + e^(−y)). For small y, 1/(e^y + 1) = 1/2 − y/4 + y³/48 − …, so g′(0) = −x/4 and g‴(0) = x³/8. Therefore

⟨N⟩ = (4/3)[2 ln2/x + x/24 + x³/2880 + …]
= 4 ln2 · DkT/(ħv) + x/18 + x³/2160 + …

The leading term is proportional to D and has no constant added. The 2/3 from the crossing bands has not been lost: the term m = 0 stands for the stretch of the integral between m = −1/2 and 1/2. At 300 K the slope is 4 × 0.6931 × 0.02585/0.5751 = 0.125 channels per nm.

The mean never falls below this line. With y = E/kT, the second derivative of f is f(1 − f)(1 − 2f), which is not negative for y ≥ 0, where f ≤ 1/2. So g is convex, and the trapezoidal rule with unit steps overestimates its integral. The sum over all integers is twice that trapezoidal sum.

The relative excess over the line is, to leading order,

(x/18)/(8 ln2/(3x)) = x²/(48 ln2).

It equals 1% at x = √(0.48 ln2) = 0.577, which at 300 K means D = 25.7 nm; the explicit sum gives 25.75 nm. Since D and T enter as a product, the line is good to 1% when DT exceeds about 7,700 nm K, for undoped shells with this ħv. At 10 nm and 300 K the sum gives 1.33 and the line 1.25; at 5 nm they give 0.80 and 0.62, and the full sum should be used.

**Comparison with the complete bands**

Linear bands and the edge rule can be avoided altogether. Along a right-moving piece of a band, the integral of −∂f/∂E is the change of f between its ends. Time reversal pairs every right mover with a left mover, so N is half the total variation of f along all bands. Evaluated with the full tight-binding bands at 300 K, this gives 2.881 for the metallic tube (255,0), 2.364 for the semiconducting (256,0) and 2.910 for the metallic chiral tube (200,92). The edge sums agree within 0.0003.

The same count was made for real chiralities in narrow diameter windows, with the metallic and semiconducting means weighted 1/3 and 2/3. It gives 0.805 at 5 nm (50 tubes), 2.534 at 20 nm (156 tubes) and 6.249 at 50 nm (240 tubes). The ladder sum gives 0.805, 2.534 and 6.248. The slope between 20 and 50 nm is 0.1238 per nm, slightly below the asymptotic 0.1246, as it should be: the excess x/18 shrinks from 0.041 to 0.016 over that range. These comparisons test the folding and the linearization within one hopping model; they do not test the model against nature.

**Doping: the setting loses its hold**

If the Fermi level is shifted by μ, each edge has the weight f(E − μ) + f(E + μ). For wide shells replace the sum by an integral, with dm = 3D dE/(2ħv):

⟨N⟩ ≈ (2/3) · 2 · (3D/(2ħv)) ∫ from 0 to ∞ of [f(E − μ) + f(E + μ)] dE
= (2DkT/ħv) ln[(1 + e^(μ/kT))(1 + e^(−μ/kT))]
= (4DkT/ħv) ln[2cosh(μ/2kT)].

The last step holds because the product in the logarithm is [2cosh(μ/2kT)]². For μ = 0 the earlier line returns. For |μ| much larger than kT, the logarithm tends to |μ|/2kT and

⟨N⟩ → 2D|μ|/(ħv),

from which the temperature has dropped out. This holds at fixed μ, and while kT is not small against the ladder spacing 2ħv/(3D); at lower temperature the count is a staircase about this line (7.3 against 6.96 at D = 20 nm, μ = 0.1 eV and 10 K). At D = 20 nm, μ = 0.1 eV and 300 K, the ladder sum gives 7.03, as does the count with complete bands, against 2.53 undoped. For a wide shell the relative sensitivities to μ and to T are equal near |μ| = 1.5 kT, about 0.04 eV at 300 K. Above that, an accurate Fermi level matters more than an accurate temperature; below it, the temperature still matters more. If the charge rather than μ is held fixed, μ itself moves with T: a wide shell with μ = 0.1 eV at 300 K has μ = 0.094 eV at 378 K and about 3% fewer channels.

**Guidance for the setting**

*Use the device temperature, not the smearing of the self-consistent run.* Smearing in that run serves to help the density converge and need not equal the device temperature. Carried into the conductance of a wide undoped shell, it rescales the result. A Fermi smearing of 0.1 eV in place of 0.02585 eV would multiply the linear law by 3.9.

*Do not read another smearing width as kT.* For a weight function w(E) in place of −∂f/∂E, the wide-shell mean is (2D/ħv)∫|E|w dE, since the average mode number is 2D|E|/(ħv). The Fermi weight gives ∫|E|w dE = 2 ln2 kT = 1.39 kT. A Gaussian exp(−E²/σ²)/(σ√π) gives σ/√π = 0.56σ. It reproduces the wide-shell result if σ = 2.46 kT, not if σ = kT.

*Keep both sides of the energy window.* Suppose the crossing bands are counted fully but each gapped pair is given f(E) instead of 2f(E). The mean becomes

2/3 + (2/3) Σ over m ≠ 0 of f = 2/3 + (2/3)[(3/4)⟨N⟩ − 1/2] = 1/3 + ⟨N⟩/2.

This still looks like a plausible straight line, but with half the slope and a false intercept. At 50 nm it gives 3.46 instead of 6.25.

*Make the window about 10 kT on each side.* For a wide undoped shell, cutting the integral at ±W omits

(4D/ħv) ∫ from W to ∞ of E(−∂f/∂E) dE = (4D/ħv)[W f(W) + kT ln(1 + e^(−W/kT))],

by integration by parts. Relative to the total this is about (w + 1)e^(−w)/ln2, with w = W/kT: 6% for w = 5 and 0.07% for w = 10.

*Match the energy step to kT.* If M(E) is sampled at the middle of cells of width h, and f is differenced over each cell, a subband edge is misplaced by at most h/2. The slope of f never exceeds 1/(4kT) in size, so the error per pair and valley is at most h/(4kT). With h = kT/10 that is 0.025 channel. When bands are sampled along the tube with step Δk, a crossing that falls midway between two points appears as a gap edge at ħvΔk/2. The loss is then at most ħvΔk/(4kT), or 0.056 channel per valley for Δk = 0.01 per nm at 300 K. Placing the crossings on the grid removes it.

**A multiwall interconnect**

Consider a tube of outer diameter 50 nm whose shells continue inward to about 25 nm. With a wall spacing of 0.34 nm, the diameter falls by 0.68 nm per shell. There are 37 shells, the innermost with D = 50 − 36 × 0.68 = 25.52 nm. If the shells are independent and all are contacted, their conductances add. The diameters sum to 37 × (50 + 25.52)/2 = 1,397 nm, so the linear law gives about 174.1 channels at 300 K. The ladder sums give 175.0; the difference is the small excess of each shell over the line.

One channel, with its two spins, has the resistance h/(2e²) = 12,906 Ω. The tube therefore has

R = 12,906 Ω/175.0 = 74 Ω.

Using the zero-temperature value of 2/3 per shell would give 523 Ω. The particular chiralities matter little. A shell that is metallic with probability 1/3 has a variance of (1/3)(2/3)(N₀ − N₁)², and adding the variances of independent shells gives a standard deviation of 0.8 channel, or 0.5% of the total.

**The model beside real tubes**

The dimensions are rough values for a large multiwall tube considered as an on-chip wire, and 2.7 eV is a usual size for the hopping. The corresponding band velocity, 8.7 × 10⁵ m/s, is somewhat below the rough value of 10⁶ m/s often used for graphene; that value would multiply the channel count by 0.875. Operation at 378 K multiplies it by 1.26, close to the temperature ratio. A Fermi level 0.1 eV from the crossing in every shell multiplies it by 2.8. Contacts and adsorbates act mainly on the outer shells, however, and if only the outermost is shifted, the total rises by 6.5%. A bias of 50 mV, placed symmetrically about the crossing, raises I/V of the outer shell by 5.5%, so linear response is still fair for the current there, although the differential conductance dI/dV rises by 16%.

The 74 Ω also assumes that every shell is contacted. A metal deposited on the side of a tube touches the outer shell; if the inner ones carried nothing, the resistance would be 2,066 Ω, 28 times larger. Coupling between shells, which is left out here, would let some current reach the inner ones. Where neighbouring walls are closely aligned, it can also change their bands and so the channel count. Scattering also adds resistance. A mean free path of 1,000 D, a rough value for good narrow metallic tubes, would multiply the resistance of a shell by 1 + L/(1,000 D), and for L = 10 μm the tube would have 93 Ω. For shells this wide that is optimistic. At D = 50 nm it amounts to a sheet resistance of 6.5 Ω per square, whereas phonons alone give flat graphene roughly 30 Ω at room temperature. With 30 Ω per square and a single mean free path for all energies, each shell gains a resistance of 30 Ω × L/(πD), and the tube has about 142 Ω. If instead the 30 Ω holds at each energy, which means a mean free path proportional to 1/|E|, the two resistances must be added energy by energy, and the tube has about 170 Ω. Even this is optimistic for undoped shells, where collisions between thermally excited electrons and holes also resist the current. For a current relaxation time τ, the Boltzmann sheet conductance of undoped graphene is (4 ln2)(e²/h)(kTτ/ħ). If τ were 10 ħ/kT, or 0.25 ps, the sheet resistance would be 931 Ω and the tube would have about 2,200 Ω. Defects would add more. The 74 Ω is therefore a ballistic limit, not a forecast for a line of 10 μm. Curvature can open small gaps in nominally metallic shells, but their scale t(a_cc/D)², with a_cc the bond length, is 0.08 meV for the innermost shell, far below kT. This is an order of magnitude, not a computed gap.

The numerical output below lists the values for the other diameters.

Table of computed values

```
Hopping 2.7 eV, bond length 0.142 nm, temperature 300 K
hbar v = 0.5751 eV nm; v = 8.737e+05 m/s
kT = 25.85 meV
Metallic fraction of 44677 chiralities (0.5-30 nm): 0.3349
Single tubes: full-zone channels / subband-edge formula
  (255,0) D = 19.96 nm: 2.8807 / 2.8805
  (256,0) D = 20.04 nm: 2.3644 / 2.3645
  (200,92) D = 20.24 nm: 2.9095 / 2.9094
Mean channels: D (nm), metallic, semiconducting, mean, linear law
      2   2.0000   0.0024   0.6683   0.2493
      5   2.0011   0.2065   0.8047   0.6232
     10   2.0935   0.9489   1.3305   1.2463
     20   2.8843   2.3590   2.5341   2.4927
     50   6.3810   6.1818   6.2482   6.2317
    100  12.5377  12.4386  12.4716  12.4634
Chirality average from tight-binding bands: D, tubes, mean
      2 nm   40   0.6683
      5 nm   50   0.8050
     20 nm  156   2.5342
     50 nm  240   6.2485
Slope of linear law: 0.12463 per nm = 4.154e-04 per nm K
Slope from tight-binding averages, 20 to 50 nm: 0.12381 per nm
D = 20 nm: x = 0.7415, excess over line 0.04139, series 0.04138
Excess falls to 1% at D = 25.75 nm (estimate 25.71 nm)
Linear law equals 2/3 at D = 5.35 nm
One-edge count at 50 nm: 3.4574 (full 6.2482)
D = 20 nm, mu = 0.1 eV: bands 7.0345, sum 7.0330
D = 20 nm, 378 K: bands 3.1739, sum 3.1736
Tube: outer 50 nm, inner limit 25 nm, spacing 0.34 nm
  shells 37, innermost D = 25.52 nm
  total channels 174.97, linear law 174.13
  spread from random chirality (std) 0.812 channels
  resistance of one channel 12906.4 ohm
  ballistic resistance of tube 73.76 ohm
  with 2/3 channel per shell instead 523.2 ohm
Neglected effects for this tube
  Fermi level at 0.1 eV: channels x 2.807
  378 K: channels x 1.258
  velocity 1e6 m/s: channels x 0.875
  bias 50 mV, outer shell: channels x 1.055
  only outer shell contacted: 2066 ohm
  10 um line, mean free path 1000 D: 93.15 ohm
  curvature-gap scale, innermost shell: 0.084 meV
```
